\section*{Thermal Magnons in Two Dimensions: Logarithmic Divergence and Anisotropy Gap}

\section{Form of the answer}

In an isotropic ferromagnet, turning all spins together costs no energy. A magnon is a wave of small rotations, so its energy must vanish as its wavelength grows. For an exchange ferromagnet with inversion symmetry the leading form is $\varepsilon=Dk^2$, where $D$ has units of energy times area.

Let $\tau=k_BT$, let $a^2$ be the area per spin, and let $n$ be the mean number of magnons per spin. At low temperature the magnons have long wavelengths and $a$ enters only through the area per spin. The magnon density $n/a^2$ is an inverse area, and so is $\tau/D$. With an energy gap $\Delta$ and a sample of side $L$, dimensional analysis therefore gives
\begin{equation}
n=\frac{a^2\tau}{D}\,f\!\left(\frac{\Delta}{\tau},\frac{D}{\tau L^2}\right). \label{dim}
\end{equation}
If $f$ had a finite limit for $\Delta\to0$ and $L\to\infty$, the isotropic magnet would lose magnetization in proportion to $T$. The calculation below shows that $f$ diverges logarithmically in that limit, and that a gap makes it finite.

\section{Model and magnon energy}

Spins of length $S$, in units of $\hbar$, occupy a periodic square lattice of $N$ sites and spacing $a$. The Hamiltonian is
\begin{equation}
H=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j-K\sum_i(S_i^z)^2,\qquad J>0, \label{H}
\end{equation}
with each nearest-neighbour bond counted once. The isotropic magnet has $K=0$; an easy axis along $z$ has $K>0$.

Let $|0\rangle$ be the state with $S_i^z=S$ on every site. A bond energy cannot lie below $-JS^2$, nor an on-site energy below $-KS^2$ for $K\ge0$. The state $|0\rangle$ reaches both bounds, so it is a ground state, with energy $E_0$.

Reverse one unit of spin on site $i$: $|i\rangle=(2S)^{-1/2}S_i^-|0\rangle$. To apply $H$, write
\begin{equation}
\mathbf S_i\cdot\mathbf S_j=S_i^zS_j^z+\tfrac12\left(S_i^+S_j^-+S_i^-S_j^+\right). \label{bond}
\end{equation}
There are three contributions.
\begin{itemize}
\item Each of the four bonds at site $i$ changes its $zz$ energy from $-JS^2$ to $-JS(S-1)$, a cost of $JS$. The total is $4JS$.
\item The transverse terms move the reversed unit to a neighbour. Since $S_i^+S_i^-|0\rangle=2S|0\rangle$, the amplitude is $-\frac12J(2S)=-JS$.
\item The on-site energy rises by $-K[(S-1)^2-S^2]=K(2S-1)$.
\end{itemize}
Hence, with $\boldsymbol\delta$ running over the four neighbour vectors,
\begin{equation}
(H-E_0)|i\rangle=(4JS+\Delta)|i\rangle-JS\sum_{\boldsymbol\delta}|i+\boldsymbol\delta\rangle,\qquad \Delta=K(2S-1). \label{hop}
\end{equation}
A plane wave $\sum_i e^{i\mathbf k\cdot\mathbf r_i}|i\rangle$ turns the neighbour sum into $2\cos k_xa+2\cos k_ya$, so
\begin{equation}
\varepsilon_{\mathbf k}=\Delta+2JS\,(2-\cos k_xa-\cos k_ya). \label{eps}
\end{equation}
This is exact for one magnon in this model. For small $ka$, $1-\cos x\simeq x^2/2$ gives
\begin{equation}
\varepsilon_{\mathbf k}\simeq\Delta+Dk^2,\qquad D=JSa^2. \label{D}
\end{equation}

For $S=1/2$ the gap vanishes, because $(S_i^z)^2=1/4$ is then a constant. For $S>1/2$ and $K<0$, an easy plane, the uniform mode has negative energy: the state polarized along $z$ is unstable, and this term does not provide the required gap.

\section{Occupation and magnetization}

Linear spin-wave theory treats magnons as independent bosons. Their number is not fixed, so there is no chemical potential. With $x=e^{-\varepsilon_{\mathbf k}/\tau}$, the mean occupation of a mode is
\begin{equation}
n_{\mathbf k}=\frac{\sum_{m\ge0}m x^m}{\sum_{m\ge0}x^m}
=\frac{x/(1-x)^2}{1/(1-x)}=\frac{1}{e^{\varepsilon_{\mathbf k}/\tau}-1}. \label{bose}
\end{equation}
Each magnon lowers the total $S^z$ by one, so
\begin{equation}
\langle S^z\rangle=S-n,\qquad n=\frac1N\sum_{\mathbf k}n_{\mathbf k}. \label{M}
\end{equation}
The correction is reliable only while $n\ll S$.

In a large sample the sum becomes $a^2\int d^2k/(2\pi)^2=(a^2/2\pi)\int k\,dk$. Equation (\ref{D}) gives $k\,dk=d\varepsilon/(2D)$: the density of states is constant. If $\varepsilon_{\min}$ is the lowest energy included,
\begin{equation}
n=\frac{a^2}{4\pi D}\int_{\varepsilon_{\min}}^\infty\frac{d\varepsilon}{e^{\varepsilon/\tau}-1}. \label{int}
\end{equation}
Extending the upper limit to infinity requires $\tau$ to be small compared with the band width $8JS$. The integrand equals $e^{-\varepsilon/\tau}/(1-e^{-\varepsilon/\tau})$, which is the derivative of $\tau\ln(1-e^{-\varepsilon/\tau})$. That function vanishes at the upper limit. Using $D=JSa^2$,
\begin{equation}
n=-p\,\ln\!\left(1-e^{-\varepsilon_{\min}/\tau}\right),\qquad p=\frac{\tau}{4\pi JS}. \label{main}
\end{equation}

\section{The isotropic magnet}

Set $K=0$ and admit wave vectors above a cutoff $k_0$. Then $\varepsilon_{\min}=Dk_0^2$. For $Dk_0^2\ll\tau$, $1-e^{-y}\simeq y$ gives
\begin{equation}
n\simeq p\ln\frac{\tau}{Dk_0^2}\longrightarrow\infty\qquad(k_0\to0). \label{cut}
\end{equation}
The divergence occurs at every $T>0$. Its origin is visible before integration: long waves have $n_{\mathbf k}\simeq\tau/(Dk^2)$, while the number of modes in a ring is proportional to $k\,dk$. The product is $dk/k$, so each factor of two in wavelength contributes equally.

In $d$ dimensions the corresponding integral is $\int k^{d-1}dk/k^2$. It diverges as $1/k_0$ for $d=1$ and logarithmically for $d=2$. For $d=3$ it converges, with an omitted part proportional to $k_0$.

A finite sample supplies its own cutoff. The uniform mode must be treated separately: for $K=0$ the total lowering operator commutes with $H$, so this mode rotates the total spin without changing the energy. It is left out of the sum. The remaining wave vectors start at a value proportional to $1/L$, and (\ref{cut}) becomes
\begin{equation}
n(L)\simeq 2p\ln\frac{L}{a}+C. \label{L}
\end{equation}
The constant $C$ depends on temperature and on the boundary conditions, but not on $L$. Doubling the side therefore adds $2p\ln2$.

The divergence means that the expansion about a uniformly polarized state is inconsistent in an infinite isotropic sample. This agrees with the Mermin--Wagner theorem, which excludes spontaneous magnetization at $T>0$ in two dimensions for isotropic exchange of sufficiently short range. The spin-wave result alone is not a proof, since it assumes small deviations and then finds large ones.

\section{Regularization by the gap}

For $K>0$ and $S>1/2$, the lowest energy is $\Delta$ even in an infinite sample. Equation (\ref{main}) becomes
\begin{equation}
n=-p\ln\!\left(1-e^{-\Delta/\tau}\right). \label{gap}
\end{equation}
Two limits follow from $1-e^{-y}\simeq y$ for small $y$ and $\ln(1-y)\simeq-y$ for small $y$:
\begin{equation}
n\simeq
\begin{cases}
p\ln(\tau/\Delta), & \Delta\ll\tau\ll JS,\\[2pt]
p\,e^{-\Delta/\tau}, & \tau\ll\Delta,\ \tau\ll JS.
\end{cases} \label{limits}
\end{equation}
In the first limit the gap cuts off a logarithm; in the second, thermal magnons are exponentially rare.

The gap defines a length $\xi=\sqrt{D/\Delta}$. Since $\ln(\tau/\Delta)=2\ln(\xi/\sqrt{D/\tau})$, $\xi$ plays the part that $L$ plays in (\ref{L}). Waves with $k\ll1/\xi$, whose wavelengths are much longer than $2\pi\xi$, have an energy set mainly by $\Delta$, and their occupation stops growing with wavelength.

A field $B$ that favours the magnetization has a similar effect. Each magnon reduces the moment along the field by $g\mu_B$, so $\Delta$ is replaced by $\Delta+g\mu_BB$. The field breaks the rotational symmetry from outside, whereas the easy axis leaves two equivalent directions, up and down.

\section{First lattice correction}

The quadratic dispersion slightly undercounts states at higher energy. Put $\mathbf q=\mathbf ka$ and $w=(\varepsilon-\Delta)/(JS)$. Expanding (\ref{eps}) to fourth order,
\begin{equation}
w=q^2-\frac{q_x^4+q_y^4}{12}
=q^2-\frac{q^4(3+\cos4\phi)}{48}, \label{quartic}
\end{equation}
where $\phi$ is the polar angle of $\mathbf q$. Solving for $q^2$ to second order in $w$ gives $q^2=w+w^2(3+\cos4\phi)/48$, whose angular average is $w+w^2/16$. The number of states per site inside the contour is $\pi\overline{q^2}/(4\pi^2)$. Its derivative with respect to energy is the density of states
\begin{equation}
\rho(\varepsilon)=\frac{1}{4\pi JS}\left[1+\frac{\varepsilon-\Delta}{8JS}+\dots\right]. \label{dos}
\end{equation}
For the second term, set $E=\varepsilon-\Delta$ and expand the Bose factor in powers of $e^{-(E+\Delta)/\tau}$:
\begin{equation}
\int_0^\infty\!\frac{E\,dE}{e^{(E+\Delta)/\tau}-1}
=\sum_{m=1}^\infty e^{-m\Delta/\tau}\frac{\tau^2}{m^2}
=\tau^2\,\mathrm{Li}_2(e^{-\Delta/\tau}), \label{li}
\end{equation}
where $\mathrm{Li}_2(z)=\sum_{m\ge1}z^m/m^2$. Thus
\begin{equation}
n=p\left[-\ln(1-e^{-\Delta/\tau})+\frac{\tau}{8JS}\mathrm{Li}_2(e^{-\Delta/\tau})+\dots\right]. \label{corr}
\end{equation}
The correction remains finite as $\Delta\to0$. The lattice changes the constant beside the logarithm, while the divergence belongs to the long waves.

\section{Worked example}

Take $S=3/2$, $J=2$ meV, $K=0.25$ meV, $a=0.5$ nm and $T=20$ K. Then $JS=3$ meV, $D=3(0.5)^2=0.75$ meV\,nm$^2$ and $\Delta=0.25(3-1)=0.5$ meV. With $\tau=1.7235$ meV,
\begin{equation}
p=\frac{1.7235}{4\pi(3)}=0.0457,\qquad \frac{\Delta}{\tau}=0.290. \label{numbers}
\end{equation}

\subsection{Without anisotropy}

Direct sums over the modes of periodic isotropic samples give $n=0.356$, $0.419$, $0.482$ and $0.546$ for $L=125$, $250$, $500$ and $1000$ nm. The last step is $0.0634$, equal to the predicted $2p\ln2$ at this precision. At 1 $\mu$m the linear theory has lost $0.546/1.5=36\%$ of the magnetization. Modes with energy below $\tau$ are 4.75\% of all modes in that sample, yet they carry 95.5\% of $n$.

For contrast, cubic lattices with the same $JS$ and $T$ and with sides of 20, 40 and 80 spacings were summed. The second doubling step is 0.507 times the first. A ratio near one half is expected when the omitted part falls as $1/L$, and such steps add up to a finite limit.

The logarithm is slow. Extrapolating (\ref{L}) from 1 $\mu$m to $n=S$ gives
\begin{equation}
L=(1\,\mu\mathrm m)\exp\!\left(\frac{1.5-0.546}{2(0.0457)}\right)\approx 3\times10^4\,\mu\mathrm m, \label{size}
\end{equation}
about 3 cm. Linear theory fails well before this point, so the length illustrates the slow growth and is not a prediction of where order disappears.

\subsection{With anisotropy}

Equation (\ref{gap}) gives
\begin{equation}
n=-0.0457\ln(1-e^{-0.290})=0.0630. \label{ex}
\end{equation}
The lattice correction raises this to 0.0662, and the full sum over (\ref{eps}) gives 0.0670. Relative to the full sum, the continuum result is 6\% low and the corrected result 1\% low. The simple logarithm $p\ln(\tau/\Delta)=0.0566$ is 16\% low: about 10 points arise because $\Delta/\tau$ is not very small, and the other 6 are the error of the continuum result itself.

The magnetization per site is $1.5-0.067=1.433$, a loss of 4.5\%. The cutoff length is $\xi=1.2$ nm, far below the micrometre size considered above. Without anisotropy, a field $B=\Delta/(g\mu_B)=4.3$ T would be needed for the same gap, with $g=2$.

At fixed $T$ and $JS$, closing the gap restores the growth:
\begin{center}
\begin{tabular}{cc}
$\Delta$ (meV) & $n$ \\
0.5 & 0.067\\
0.05 & 0.169\\
0.005 & 0.274\\
0.0005 & 0.379
\end{tabular}
\end{center}
For small gaps each factor of ten adds $p\ln10=0.105$, or 7\% of $S$. In linear theory even a weak easy axis therefore removes the divergence, but a finite correction need not be a small one.

\section{Magnon interactions}

As magnons accumulate, they alter the energy of further magnons. To estimate this, write $S_i^z=S-a_i^\dagger a_i$ and $S_i^+\simeq\sqrt{2S}\,[1-a_i^\dagger a_i/(4S)]a_i$, the Holstein--Primakoff form at leading order in $1/S$. With $n_i=a_i^\dagger a_i$, the four-boson part of one exchange bond is
\begin{equation}
-J\left[n_in_j-\tfrac14\left(a_j^\dagger n_ia_i+a_j^\dagger n_ja_i+\mathrm{h.c.}\right)\right]. \label{four}
\end{equation}
Average it over independent thermal bosons. Let $g_1=\langle a_i^\dagger a_j\rangle$ for neighbours. Pairing the operators gives $\langle n_in_j\rangle=n^2+g_1^2$, and each of the four transverse terms averages to $2ng_1$. The bond energy is therefore
\begin{equation}
-J(n^2+g_1^2-2ng_1)=-J(n-g_1)^2. \label{bonde}
\end{equation}
With $\gamma_{\mathbf k}=\frac12(\cos k_xa+\cos k_ya)$, $g_1=N^{-1}\sum_{\mathbf k}n_{\mathbf k}\gamma_{\mathbf k}$. Define
\begin{equation}
e=n-g_1=\frac1N\sum_{\mathbf k}n_{\mathbf k}(1-\gamma_{\mathbf k}). \label{e}
\end{equation}
For the anisotropy, $n_i^2=n_i+a_i^\dagger a_i^\dagger a_ia_i$, so
\begin{equation}
-K(S-n_i)^2=-KS^2+K(2S-1)n_i-Ka_i^\dagger a_i^\dagger a_ia_i. \label{anis}
\end{equation}
The last operator product averages to $2n^2$. With two bonds per site, the interaction energy per site is $-2Je^2-2Kn^2$. Multiplying by $N$ and differentiating with respect to $n_{\mathbf k}$ gives a shift $-4Je(1-\gamma_{\mathbf k})-4Kn$. The magnon energy becomes
\begin{equation}
\tilde\varepsilon_{\mathbf k}=K(2S-1-4n)+4J(S-e)(1-\gamma_{\mathbf k}). \label{hf}
\end{equation}
For $K=0$ the uniform mode still costs nothing, so this correction does not cure the isotropic divergence.

Solving (\ref{bose}) and (\ref{hf}) self-consistently for the example gives $n=0.074$, about 11\% above the linear value. The gap falls to $0.25[2-4(0.074)]=0.426$ meV, whereas $JS$ falls only to 2.98 meV. By (\ref{hf}) the relative falls are $4n/(2S-1)=2n$ for the gap and $e/S$ for $JS$. The gap is affected more mainly because $e$ gives little weight to the long waves, which makes $e$ much smaller than $n$.

The term $-4Kn$ is correct only to leading order in $1/S$: it survives at $S=1/2$, where the anisotropy is a constant. To first order in $K$ the two-magnon shift can be found exactly. At $K=0$ the total lowering operator applied to a magnon of wave vector $\mathbf k\ne0$ gives an eigenstate in which both reversed units sit on the same site with probability $(2S-1)/[2S-1+S(N-2)]\simeq(2S-1)/(SN)$. By (\ref{anis}) that configuration gains $-2K$, so the pair energy is $-(4K/N)[1-1/(2S)]$ instead of $-4K/N$. At low density and weak $K$ the gap is then $K(2S-1)(1-2n/S)$, a relative fall of $4n/3$ rather than $2n$ for $S=3/2$. With this factor the example gives $n=0.072$, about 7\% above the linear value.

The accuracy of the first-order interaction was examined with exact two-magnon energies on a $6\times6$ periodic lattice, holding $JS$, $\Delta$ and $T$ fixed. The interaction part of the two-magnon partition sum is 0.999 times the first-order value at $S=200$, but 0.80 times that value at $S=3/2$ (0.82 on lattices of side 10 to 18). First order thus overstates this quantity for the example's spin, and the 11\% shift should be read as an estimate.

With rising temperature, more magnons lower the gap, which admits still more magnons. The self-consistent solution of (\ref{hf}) ends near 42 K; with the gap $K(2S-1)(1-2n/S)$ it ends near 55 K instead. This marks the end of the approximation and is not a calculated Curie temperature. Linear theory lacks this feedback and reaches $n=S$ only at 163 K. At 300 K it gives $n=3.1$, more than twice $S$, so it describes no ordered state at room temperature.

The feedback also limits the earlier table of small gaps. When $\Delta\ll\tau$, lowering the gap by the factor $1-2n$ adds $-p\ln(1-2n)$ to the linear value $n_0$. If the small change of $JS$ is neglected, self-consistency requires $n=n_0-p\ln(1-2n)$. For the last row, $n_0=0.379$, the right side exceeds the left for every $n<1/2$, so (\ref{hf}) has no solution at 20 K. This failure is not robust: with the weak-$K$ factor $1-2n/S=1-4n/3$ in place of $1-2n$, a solution exists at $n\approx0.42$. Neither form is controlled at such a density, so the entry is uncertain by at least ten per cent.

Bosons also permit more than the $2S$ reversed units that a spin can hold. For independent thermal bosons the site occupation is geometrically distributed, and the probability of at least $2S+1$ is $[n/(1+n)]^{2S+1}$. Here it is $(0.067/1.067)^4=1.6\times10^{-5}$, which is negligible at 20 K.

\section{Dipolar fields and real monolayers}

Dipolar forces favour moments in the plane and reduce the gap. Let $W$ be the dipolar energy per spin of the perpendicular uniform state minus that of the in-plane state. With $m=g\mu_BS$ and distances in units of $a$,
\begin{equation}
W=\frac{\mu_0m^2}{8\pi a^3}\sum_{\mathbf r\ne0}\frac{3x^2}{r^5}. \label{dip}
\end{equation}
A small tilt $\theta$ changes the energy per spin by $-W\theta^2$ and reverses $S(1-\cos\theta)\simeq S\theta^2/2$ units of spin. The uniform magnon energy therefore shifts by $-2W/S=-0.035$ meV. Applying this shift to all modes, an approximation away from $k=0$, raises $n$ from 0.067 to 0.070.

The round parameters lie in the rough regime of chromium trihalide monolayers, semiconducting magnets with spin $3/2$, exchange of a few meV and, in the triiodide, a gap of some tenths of a meV. The triiodide monolayer orders below very roughly 45 K; the nearby 42 K above is no evidence of accuracy, since the parameters and lattice were not fitted. The single-ion term $K$ is also a stand-in: in the triiodide the easy axis is thought to come at least partly from anisotropic exchange, and the trichloride monolayer is easy-plane, a case not treated here. The real lattice is a honeycomb, with three neighbours instead of four. For neighbour distance $d$ its lower magnon branch has $D=\frac34JSd^2$, and the area per spin is $A=\frac{3\sqrt3}{4}d^2$. The prefactor in (\ref{int}) depends on $A/D=\sqrt3/(JS)$, compared with $1/(JS)$ on the square lattice. At the same $J$, $S$, $\Delta$ and $T$, the continuum estimate thus rises from 0.063 to 0.109, and the magnetization loss from about 4\% to 7\%; the full linear sum over both honeycomb branches gives 0.119, or 8\%. This change of lattice matters more than the interaction and dipolar shifts found here. For a memory or spin-wave layer described by this model, the useful conditions are $n\ll S$ and a temperature well below the end of the self-consistent solution; a nonzero gap alone is not sufficient. These conditions concern only the size of the equilibrium magnetization. Keeping a stored bit also requires a high enough barrier against reversal of the whole element, and carrying spin waves requires low damping; neither is calculated here.

\section*{Table of computed values}
\begin{verbatim}
spin S = 1.5, exchange J = 2.0 meV, anisotropy K = 0.25 meV
lattice spacing a = 0.5 nm, temperature T = 20.0 K, g = 2.0
thermal energy kT = 1.7235 meV
JS = 3.000 meV, band width 8JS = 24.0 meV
stiffness D = 0.750 meV nm^2
gap = 0.500 meV, gap/kT = 0.2901
field giving the same gap = 4.32 T
length sqrt(D/gap) = 1.225 nm
prefactor kT/(4 pi JS) = 0.04572
Isotropic periodic sample, n per site:
  L = 125 nm: n = 0.35556
  L = 250 nm: n = 0.41893
  L = 500 nm: n = 0.48231
  L = 1000 nm: n = 0.54568
  step per doubling, formula = 0.06338
  step per doubling, last sum = 0.06338
  loss n/S at L = 1.0 um: 36.4 %
  modes below kT: 4.75 % of all modes
  their share of n: 95.5 %
  size where linear n = S: 34 mm
3D, ratio of successive doubling steps = 0.507
Gapped lattice, n per site:
  gap = 0.5000 meV: n = 0.06701
  gap = 0.0500 meV: n = 0.16851
  gap = 0.0050 meV: n = 0.27358
  gap = 0.0005 meV: n = 0.37884
  step per decade, formula = 0.10527
  step per decade, last sum = 0.10527
Example with full gap:
  n, small-gap logarithm = 0.05657
  n, continuum formula = 0.06304
  n, with lattice correction = 0.06625
  n, full lattice sum = 0.06701
  magnetization per site S - n = 1.4330
  loss n/S = 4.47 %
  error ratio when T and gap are halved = 4.16
Neglected effects:
  exact/first-order interaction, S = 200: 0.9987
  exact/first-order interaction, S = 1.5: 0.800
  n with interactions = 0.07408
  gap with interactions = 0.4259 meV
  JS with interactions = 2.9837 meV
  self-consistent solution ends at 42.2 K
  linear theory reaches n = S at 163 K
  linear n at 300 K = 3.09
  dipolar reduction of gap = 0.0349 meV
  n with dipolar-reduced gap = 0.06999
  chance of more than 2S bosons on a site = 1.6e-05
\end{verbatim}
